# Peltier heat at a via junction and its reversal with current

**Problem.** A tungsten via, 60 nm high and 30 nm by 30 nm in cross-section, meets a line of another metal. A current of density 10 MA/cm² crosses the junction, which is at 300 K. The Seebeck coefficients of the two metals differ by 5 µV/K. How much Peltier heat per unit area is released or absorbed at the junction, and what happens to it when the current is reversed? How does it compare with the Joule heat, and how far does it shift the local temperature?

**Solution**

**1. Heat carried by the current**

Let $e>0$, let $J$ be the conventional current density, and let $\phi$ be the electrochemical voltage, so that the electrochemical potential of an electron is $\mu=-e\phi$. The Peltier coefficient $\Pi$ is the heat current per unit charge current at uniform temperature. The Seebeck coefficient $S$ is defined at zero current by $d\phi/dx=-S\,dT/dx$.

The two coefficients are linked, as a thin slice of metal shows. Assume elastic scattering, so that each electron energy $E$ contributes separately, with a weight $\sigma(E)$. If the two faces have Fermi functions $f_1$ and $f_2$, the particle flux $N$ and heat flux $Q$ from face 1 to face 2 are

$$N=C\int\sigma(E)(f_1-f_2)\,dE,\qquad Q=C\int(E-\mu)\,\sigma(E)(f_1-f_2)\,dE ,$$

with a common constant $C$. Define $w=-\partial f/\partial E$ and the average $\langle X\rangle=\int X\sigma w\,dE\big/\int\sigma w\,dE$.

*Equal temperatures, small difference $\delta\mu$.* Since $f$ depends on $E-\mu$, $\partial f/\partial\mu=w$ and $f_1-f_2=w\,\delta\mu$. Then $Q/N=\langle E-\mu\rangle$. The charge current is $J=-eN$, so

$$\Pi=\frac{Q}{J}=-\frac{\langle E-\mu\rangle}{e}.$$

*Zero current, small temperature difference $\delta T$.* Since $f$ depends on $(E-\mu)/kT$, its temperature derivative is $\partial f/\partial T=w\,(E-\mu)/T$. Therefore $f_1-f_2=w\,[\delta\mu+(E-\mu)\,\delta T/T]$, and $N=0$ requires

$$\delta\mu=-\langle E-\mu\rangle\frac{\delta T}{T},\qquad \delta\phi=-\frac{\delta\mu}{e}=\frac{\langle E-\mu\rangle}{eT}\,\delta T .$$

Comparison with $\delta\phi=-S\,\delta T$ gives $S=-\langle E-\mu\rangle/(eT)$, and hence

$$\Pi=TS .$$

**2. Heat released at the junction**

Let current flow from metal A to metal B along $x$. The energy flux has three parts: the electrochemical energy of the charge, the heat carried by the current, and ordinary conduction with thermal conductivity $\kappa$:

$$J_E=J\phi+STJ-\kappa\frac{dT}{dx}.$$

In a steady state without loss through the side walls, $J_E$ is the same everywhere. At a sharp junction without electrical or thermal contact resistance, $\phi$ and $T$ are continuous. Write $c=-\kappa\,dT/dx$ for the conducted heat flux. Equating $J_E$ on the two sides gives

$$S_ATJ+c_A=S_BTJ+c_B .$$

The difference $c_B-c_A$ is the heat conducted away from the junction minus the heat conducted towards it. It is the heat released per unit area:

$$\boxed{q=(S_A-S_B)\,TJ}$$

Positive $q$ means release. The junction warms when conventional current passes from the metal with the algebraically larger $S$ to the one with the smaller.

**3. The numbers**

The current density is $10\times10^{6}\times10^{4}=10^{11}$ A/m². The Peltier coefficients differ by

$$5\times10^{-6}\ \text{V/K}\times300\ \text{K}=1.5\times10^{-3}\ \text{V},$$

and therefore

$$|q|=1.5\times10^{-3}\times10^{11}=1.5\times10^{8}\ \text{W/m}^2=1.5\times10^{4}\ \text{W/cm}^2 .$$

Reversing $J$ at fixed junction temperature changes $q$ from $+1.5\times10^8$ to $-1.5\times10^8$ W/m²: release becomes absorption. The via carries 90 µA, so the large flux amounts to a power of 0.135 µW at the junction.

In electron terms, the mean carried energies in the two metals differ by 1.5 meV, which is small beside $kT=25.85$ meV. To see what this asks of the metals, expand $\sigma(E)\approx\sigma(\mu)+\sigma'(\mu)(E-\mu)$. The weight $w$ is even about $\mu$, so to leading order

$$\langle E-\mu\rangle=\frac{\sigma'}{\sigma}\int(E-\mu)^2w\,dE .$$

With $z=(E-\mu)/kT$, the integral is

$$2(kT)^2\int_0^\infty\frac{z^2e^{-z}}{(1+e^{-z})^2}dz
=2(kT)^2\sum_{n=1}^{\infty}(-1)^{n+1}n\,\frac{2}{n^3}
=\frac{\pi^2}{3}(kT)^2,$$

because $\sum(-1)^{n+1}/n^2=\pi^2/12$. Thus

$$S=-\frac{\pi^2}{3}\frac{k^2T}{e}\frac{d\ln\sigma}{dE}\bigg|_{\mu}.$$

A difference of 5 µV/K needs logarithmic slopes that differ by 0.682 per eV. This expansion requires $\sigma(E)$ to be smooth over a few $kT$; the relation $\Pi=TS$ does not. For the steep weight $\sigma=1+2/[1+e^{-(E-\mu)/(20\ \text{meV})}]$, energy integrals at 300 K give −47.50 µV/K both for $S$ and for $\Pi/T$, whereas the expansion gives −91.61 µV/K.

**4. Peltier heat beside Joule heat**

If $S$ does not depend on temperature, the sign change belongs to the Peltier part alone. Inside a metal with constant $S$, $\kappa$ and resistivity $\rho$, the voltage obeys $d\phi/dx=-\rho J-S\,dT/dx$. Setting $dJ_E/dx=0$ gives

$$J\left(-\rho J-S\frac{dT}{dx}\right)+SJ\frac{dT}{dx}-\kappa\frac{d^2T}{dx^2}=0
\quad\Longrightarrow\quad -\kappa\frac{d^2T}{dx^2}=\rho J^2 .$$

The Joule source $\rho J^2$ is even in $J$. If $S$ varies with temperature, a current along a temperature gradient also releases or absorbs Thomson heat, which reverses with $J$ for a fixed gradient; for the sub-kelvin differences found below it is negligible. With a rough film resistivity of 15 µΩ cm, a via of height $h=60$ nm produces, per unit cross-section,

$$\rho J^2h=(1.5\times10^{-7})(10^{22})(6\times10^{-8})=9.0\times10^{7}\ \text{W/m}^2 .$$

Now take a model conductor made of the via and a 60 nm piece of line, with the outer ends held at $T_0=300$ K. For simplicity, the line piece has the same cross-section, $\rho$ and $\kappa$ as the via. Adding the sources in both pieces to the junction heat gives the total heat conducted out through the ends:

$$Q_{\text{out}}=2\rho J^2h+(S_A-S_B)\,T_jJ ,$$

where $T_j$ is the junction temperature. The table takes $S_A-S_B=+5$ µV/K and counts current from A to B as positive. Heat fluxes are in $10^7$ W/m².

| $J$ (MA/cm²) | Peltier | Joule | $Q_{\text{out}}$ |
|---:|---:|---:|---:|
| +10 | +15.0 | 18.0 | +33.0 |
| −10 | −15.0 | 18.0 | +3.0 |
| +5 | +7.5 | 4.5 | +12.0 |
| −5 | −7.5 | 4.5 | −3.0 |

At 10 MA/cm², reversal cuts the outgoing heat by a factor of eleven but does not change its sign. At 5 MA/cm² the sign does change, and the reversed current draws conducted heat in from the ends. Energy is still conserved, because the current itself carries heat $S_AT_0J$ through one end and $S_BT_0J$ through the other. The sign of $Q_{\text{out}}$ changes on reversal when $|q|>2\rho J^2h$, that is, for

$$|J|<\frac{|S_A-S_B|\,T}{2\rho h}=\frac{16.67}{2}\approx8.3\ \text{MA/cm}^2 .$$

Here 16.67 MA/cm² is the current density at which the Joule heat of the via alone equals the Peltier heat.

Numerical integration of the energy-flux equation, with no Peltier source put in by hand, gives $3.3007\times10^8$ and $3.0018\times10^7$ W/m² for the two directions at 10 MA/cm². Half their difference is $1.5003\times10^8$ W/m². The slight excess over $1.5\times10^8$ arises because $T_j$, averaged over the two directions, lies 0.055 K above 300 K.

**5. Temperature shifts**

The Wiedemann–Franz law, which counts heat conduction by electrons only, gives

$$\kappa=\frac{\pi^2k^2T}{3e^2\rho}=48.9\ \text{W/(m K)} .$$

*One junction.* By symmetry, half of $q$ flows through each piece of length $h$. To leading order in the small shift, with $q$ evaluated at $T_0$,

$$\Delta T_P=\frac{q}{2}\,\frac{h}{\kappa}=\frac{(1.5\times10^8)(6\times10^{-8})}{2\times48.9}=0.092\ \text{K}.$$

The Joule part solves $\kappa\theta''=-\rho J^2$ with $\theta=0$ at $x=0$ and $x=2h$. Its solution is $\theta=\rho J^2x(2h-x)/(2\kappa)$, so at the junction $\theta=\rho J^2h^2/(2\kappa)=0.055$ K. The junction is therefore about 0.147 K warmer than its ends for one current direction and 0.037 K cooler for the other. In this model, which has no liner, the reversed current cools the junction itself even at 10 MA/cm², where the total heat leaving is positive both ways.

*A via between two lines of the same metal.* Take the via to have the algebraically larger $S$. The current now enters and leaves the via, and the two junctions have opposite Peltier heats, $-q$ at the entry and $+q$ at the exit. Let each line piece also have length $h$. The Peltier part of the temperature is antisymmetric about the middle of the via and vanishes there. From the exit junction, with shift $\theta$, heat flows over a distance $h$ to the cold end and over $h/2$ to the middle:

$$q=\kappa\frac{\theta}{h}+\kappa\frac{\theta}{h/2}=\frac{3\kappa\theta}{h}
\quad\Longrightarrow\quad\theta=\frac{qh}{3\kappa}=0.061\ \text{K}.$$

The entry junction shifts by −0.061 K. If the line has the larger $S$ instead, the two signs are exchanged. At equal junction temperatures the via moves heat from one end to the other without adding a net amount. The small temperature difference leaves a net Peltier term $(S_A-S_B)J(T_{\text{exit}}-T_{\text{entry}})$. Both $J$ and the Peltier temperature difference between the two fixed junction positions reverse with the current, so this term is even in $J$.

The numerical shifts, 0.0916 K and ±0.0609 K, lie about 0.0005 K below the unrounded formulas. In that calculation $S$ varied as $\tanh(x/a)$ with $a=0.5$ nm, which spreads the source over a mean distance $\langle|x|\rangle=a\ln2=0.35$ nm. The temperature slope jumps by $q/\kappa$ at a sharp source, so spreading lowers the peak by $q\langle|x|\rangle/(2\kappa)\approx0.0005$ K.

**6. What a real via changes**

*Liner.* Take a rough liner thickness of 3 nm and a resistivity of 200 µΩ cm. The area resistance is their product, $r=6.0\times10^{-11}$ Ω cm², or $6.0\times10^{-15}$ Ω m². Its Joule heat, $rJ^2=6.0\times10^7$ W/m², is even in $J$ and would equal the Peltier heat at 25 MA/cm². Placed at the junction of the model conductor, the liner lowers the current density below which $Q_{\text{out}}$ changes sign from 8.3 to $|S_A-S_B|T/(2\rho h+r)\approx6.25$ MA/cm². It also weakens the cooling found in section 5. With the reversed current, the mean temperature shift of the two liner faces is $(h/2\kappa)(\rho J^2h+rJ^2-|q|)$, which is zero at 10 MA/cm² for these rough inputs. One face can still be cooler than the ends: if the liner has the same Seebeck coefficient as one of the two metals, the face that absorbs the Peltier heat lies about 0.02 K below 300 K. If the liner has its own coefficient $S_L$, the heats at its two faces add to

$$(S_A-S_L)TJ+(S_L-S_B)TJ=(S_A-S_B)TJ$$

when both faces are at the same temperature, so the total Peltier heat is unchanged. The liner also resists the flow of heat. If only its electrons conduct, the Wiedemann–Franz law gives a temperature drop of about 0.06 K for a flux of $q/2$ through it; conduction by the liner's lattice would reduce this drop and those below. The flux that actually crosses depends on $S_L$. If $S_L$ equals $S_A$ or $S_B$, all the Peltier heat appears at one face; in the model conductor about three eighths of it then crosses the liner, and the drop is about 0.05 K. If $S_L$ lies midway between $S_A$ and $S_B$, the two faces receive equal heat and the Peltier drop vanishes. If $S_L$ lies far outside their range, the drop can be larger than any of these values.

*Where the lattice is heated.* The Peltier heat is first given to, or taken from, the electrons. Let $u$ be their temperature excess over a lattice held at fixed temperature, and $g$ the electron–lattice coupling. Away from the junction $\kappa u''=gu$, so in long pieces $u\propto e^{-|x|/\ell}$ with $\ell=\sqrt{\kappa/g}$. For a rough $g=2\times10^{17}$ W/(m³ K), $\ell\approx16$ nm. A fraction $1-e^{-1}=0.63$ of the heat reaches the lattice within this distance of the junction. With the lattice held at fixed temperature, its heating is thus spread over a noticeable part of a 60 nm via. Section 5 takes the opposite limit, in which only the electrons conduct heat. A lattice that neither conducts heat nor loses it elsewhere can exchange no net heat with the electrons in a steady state, so it takes their local temperature, and the sharp-source shifts apply to both. In the first limit, the Peltier shift of the electrons at a single junction is only $q\ell/(2\kappa)\approx0.024$ K, about a quarter of the 0.092 K found in section 5. A lattice that conducts some heat gives an electron shift between these limits and a lattice shift smaller than the electron one, so the Peltier shifts of section 5 are upper estimates for the model conductor. The correction can be large, because tungsten's lattice conducts heat well for a metal. With a lattice conductivity of 46 W/(m K), a rough bulk value that a narrow via will not reach, the single-junction shift is about 0.056 K for the electrons and 0.039 K for the lattice.

*Time.* The slowest thermal mode of the two-piece conductor is $\sin(\pi x/2h)$. If electrons and lattice share one temperature and only the electrons conduct heat, the diffusivity is $D=\kappa/C$ and the mode decays at the rate $D\pi^2/(4h^2)$. For a rough heat capacity $C=2.6\times10^6$ J/(m³ K), the response time is

$$\tau=\frac{4h^2C}{\pi^2\kappa}\approx0.08\ \text{ns}.$$

The finite coupling $g$ lengthens this to about 0.09 ns, while heat conduction by the lattice would shorten it. If the current reverses much more slowly than this, the local temperature follows the Peltier heat. If it reverses much faster, with equal time in each direction, the lattice cannot follow: its Peltier shift largely averages out while its Joule rise remains. The electrons have a much smaller heat capacity and can still follow. For a period of 10 ps and a rough electron heat capacity of $4\times10^4$ J/(m³ K), their temperature at the junction swings by about 0.024 K each way if the current is sinusoidal and by slightly more if it reverses abruptly. Both are close to the shift found above for a lattice held at fixed temperature.

*Linear response.* Even over a mean free path of 15 nm, a rough value for purer tungsten and an upper one for this more resistive film, an electron gains only about 0.2 meV from the field, far less than $kT$. With the rough $g$ above, steady Joule heating in the via and line raises the electrons only $\rho J^2/g\approx0.008$ K above the lattice. The liner's Joule heat brings this to about 0.02 K at the junction, if the same $g$ holds in the liner and the lattice stays at fixed temperature. Using coefficients that do not depend on $J$ is therefore reasonable here.

**Comparison with working interconnects.** A density of 10 MA/cm² is high for sustained direct current, for which roughly 1 MA/cm² to a few MA/cm² is a more usual scale. At 1 MA/cm², with the other inputs fixed, the flux is $1.5\times10^7$ W/m². The 5 µV/K is a chosen value, not a property of a named metal pair; film purity, thickness and the choice of line metal can change it, and $q$ changes in proportion. Working devices also break the assumption of ends held at 300 K. Heat must leave through long lines and poorly conducting dielectric, so the whole neighbourhood warms, and the shifts above are not the via's total temperature rise. The Peltier shift at a single junction also depends on the distances $L_A$ and $L_B$ to the cold ends: without side loss it is $q/[\kappa(1/L_A+1/L_B)]$, so the shorter path limits it. It is several times the 0.092 K of section 5 only if both paths are long. If the far end of the 60 nm via stays cold, a long line at most doubles it, to about $qh/\kappa\approx0.18$ K. For a via between two long lines of the same metal, the opposite heat at the other junction keeps each shift near $|q|h/(2\kappa)$, about 0.09 K for junctions at 300 K. At 378 K the flux becomes $1.89\times10^8$ W/m² if the Seebeck difference stays fixed, or $2.38\times10^8$ W/m² if it grows in proportion to $T$, as the smooth-metal formula gives for fixed logarithmic slopes. These are increases of 26% and 59% over the 300 K value. The numerical output lists the inputs and results.

## Table of computed values

```
Current density: 10.0 MA/cm^2 = 1.00e+11 A/m^2
Seebeck difference: 5.00 uV/K
Temperature: 300 K
Peltier coefficient difference: 1.500 mV
Peltier heat flux, J forward: 1.500e+08 W/m^2 = 1.500e+04 W/cm^2
Peltier heat flux, J reversed: -1.500e+08 W/m^2
Thermal energy kT: 25.85 meV
Log-slope difference of sigma(E), B minus A: 0.682 1/eV
Energy integrals, Seebeck difference: 5.0003 uV/K
Energy integrals, Peltier difference: 1.5001 mV
Step test, S from open circuit: -47.50 uV/K
Step test, Pi/T from bias: -47.50 uV/K
Step test, S from expansion: -91.61 uV/K
Via height: 60 nm; width: 30 nm
Via resistivity (rough): 15.0 uOhm cm
Thermal conductivity (Wiedemann-Franz): 48.9 W/(m K)
Via current: 90.0 uA
Peltier power at one junction: 0.1350 uW
Joule heat of via body per area: 9.000e+07 W/m^2
J where body Joule = Peltier: 16.67 MA/cm^2
One junction, total end heat, J forward: 3.3007e+08 W/m^2
One junction, total end heat, J reversed: 3.0018e+07 W/m^2
One junction, odd part: 1.5003e+08 W/m^2
One junction, even part: 1.8005e+08 W/m^2
Half current, end heat, forward: 1.2001e+08 W/m^2
Half current, end heat, reversed: -2.9992e+07 W/m^2
One junction, Peltier shift, formula: 0.0921 K
One junction, Peltier shift, solved: 0.0916 K
One junction, Joule rise, formula: 0.0553 K
One junction, Joule rise, solved: 0.0553 K
Two junctions, odd total / one flux: 9.9e-16
Two junctions, shift formula: +/- 0.0614 K
Two junctions, shift at entry: -0.0609 K
Two junctions, shift at exit: 0.0609 K
Liner thickness (rough): 3.0 nm
Liner resistivity (rough): 200 uOhm cm
Liner area resistance: 6.00e-11 Ohm cm^2
Liner Joule heat: 6.000e+07 W/m^2
J where liner Joule = Peltier: 25.00 MA/cm^2
Liner drop for half the flux: 0.0614 K
Hotter use temperature: 378 K
Flux when hot, S difference fixed: 1.890e+08 W/m^2
Flux when hot, S proportional to T: 2.382e+08 W/m^2
Electron-lattice coupling (rough): 2.0e+17 W/(m^3 K)
Electron-lattice cooling length: 15.6 nm
Heat given to lattice within that length: 0.632
Heat capacity (rough): 2.60e+06 J/(m^3 K)
Thermal response time: 0.0776 ns
Mean free path (rough): 15 nm
Energy gained per free path: 0.225 meV
```
